**Compatibility relations tested with polynomials and an fcc band model**

The program restricts the ten irreducible representations of $O_h$ at $\Gamma$ to the little groups of $\Delta$ [001], $\Lambda$ [111] and $\Sigma$ [110]. It asserts that the multiplicities obtained from characters equal those found from the ranks of projected polynomial functions. It then diagonalizes an fcc tight-binding Hamiltonian with p and d orbitals, and asserts that the labels of the computed eigenspaces agree with the restriction rule at several distances $\kappa$ from $\Gamma$. Near $\Gamma$ the triplet levels are described by constants $L$, $M$ and $N$, and the doublet by $A$ and $B$, all multiplying $(\kappa a)^2$, where $a$ is the cubic lattice constant. Constants taken from $\Delta$ and $\Lambda$ predict the triplet levels on $\Sigma$, and the output shows agreement to the five decimals printed. The $\Gamma_{12}$ splitting on $\Sigma$ is $-0.5$ times that on $\Delta$, and it vanishes on $\Lambda$. At a general $\mathbf k$ all eight levels are distinct. Energies are in hartree, and the hopping parameters are round model values.

## Program and output

```python
"""
Result under test: in a symmorphic O_h crystal without spin-orbit coupling, a
level at Gamma splits along Delta [001], Lambda [111] and Sigma [110] into the
irreps found by restricting its characters to the little group of the line.
Near Gamma the splitting is quadratic in k:
  triplet: H_ii = L k_i^2 + M (k^2 - k_i^2),  H_ij = N k_i k_j
  doublet: E_u - E_v = 2 B k^2 on Delta, 0 on Lambda, -B k^2 on Sigma,
           with u = 3z^2 - r^2 and v = x^2 - y^2.
Independent roads: explicit polynomial bases, and diagonalization of an fcc
p-d tight-binding Hamiltonian. Energies in hartree; k in units of 1/a, where
a is the cubic lattice constant.
"""
import itertools
from collections import Counter
import numpy as np

# The 48 operations of O_h as signed permutation matrices
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.zeros((3, 3))
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        operations.append(matrix)


def det(g):
    return round(np.linalg.det(g))


def permutation_parity(g):
    return round(np.linalg.det(np.abs(g)))


def proper_trace(g):
    return det(g) * np.trace(g)


even_characters = {
    "A1": lambda g: 1,
    "A2": permutation_parity,
    "E": lambda g: np.trace(np.abs(g)) - 1,
    "T1": proper_trace,
    "T2": lambda g: permutation_parity(g) * proper_trace(g),
}


def gamma_character(species, parity, g):
    value = even_characters[species](g)
    return value if parity == 1 else value * det(g)


# Each Gamma irrep: species, inversion parity, a polynomial that generates it
def cubic_sign(x, y, z):
    return (x*x - y*y) * (y*y - z*z) * (z*z - x*x)


gamma_irreps = {
    "Gamma1": ("A1", 1, lambda x, y, z: 1 + 0*x),
    "Gamma2": ("A2", 1, cubic_sign),
    "Gamma12": ("E", 1, lambda x, y, z: 2*z*z - x*x - y*y),
    "Gamma15'": ("T1", 1, lambda x, y, z: x*y*(x*x - y*y)),
    "Gamma25'": ("T2", 1, lambda x, y, z: x*y),
    "Gamma1'": ("A1", -1, lambda x, y, z: x*y*z*cubic_sign(x, y, z)),
    "Gamma2'": ("A2", -1, lambda x, y, z: x*y*z),
    "Gamma12'": ("E", -1, lambda x, y, z: x*y*z*(2*z*z - x*x - y*y)),
    "Gamma15": ("T1", -1, lambda x, y, z: z),
    "Gamma25": ("T2", -1, lambda x, y, z: z*(x*x - y*y)),
}


def axial(g):
    # +1 if the x axis is kept as a line, -1 if x and y are exchanged
    return 1 if abs(g[0, 0]) > 0.5 else -1


directions = {
    "Delta": np.array([0.0, 0.0, 1.0]),
    "Lambda": np.array([1.0, 1.0, 1.0]) / np.sqrt(3),
    "Sigma": np.array([1.0, 1.0, 0.0]) / np.sqrt(2),
}
line_irreps = {
    "Delta": {"Delta1": lambda g: 1, "Delta1'": det, "Delta2": axial,
              "Delta2'": lambda g: det(g) * axial(g),
              "Delta5": lambda g: np.trace(g) - 1},
    "Lambda": {"Lambda1": lambda g: 1, "Lambda2": det,
               "Lambda3": lambda g: np.trace(g) - 1},
    "Sigma": {"Sigma1": lambda g: 1, "Sigma2": det,
              "Sigma3": lambda g: g[2, 2],
              "Sigma4": lambda g: det(g) * g[2, 2]},
}
little_groups = {line: [i for i, g in enumerate(operations)
                        if np.allclose(g @ n, n)]
                 for line, n in directions.items()}

# Character tables: orthonormal, complete, and real type (no extra degeneracy
# from time reversal combined with inversion)
gamma_table = np.array([[gamma_character(s, p, g) for g in operations]
                        for s, p, _ in gamma_irreps.values()], dtype=float)
assert np.allclose(gamma_table @ gamma_table.T / 48, np.eye(10))
identity = np.eye(3)
for line, members in little_groups.items():
    group = [operations[i] for i in members]
    table = np.array([[chi(g) for g in group]
                      for chi in line_irreps[line].values()], dtype=float)
    assert np.allclose(table @ table.T / len(group), np.eye(len(table)))
    assert round(sum(chi(identity)**2
                     for chi in line_irreps[line].values())) == len(group)
    for chi in line_irreps[line].values():
        assert np.isclose(sum(chi(g @ g) for g in group), len(group))

# Restriction by characters, tested against ranks of projected polynomials
points = np.random.default_rng(7).normal(size=(30, 3))
compatibility = {}
for name, (species, parity, polynomial) in gamma_irreps.items():
    orbit = np.array([polynomial(*(points @ g).T) for g in operations]).T
    cutoff = 1e-9 * np.linalg.norm(orbit)
    dimension = round(gamma_character(species, parity, identity))
    assert np.linalg.matrix_rank(orbit, tol=cutoff) == dimension
    for line, members in little_groups.items():
        group = [operations[i] for i in members]
        content = []
        for label, chi in line_irreps[line].items():
            raw = np.mean([chi(h) * gamma_character(species, parity, h)
                           for h in group])
            count = round(raw)
            assert abs(raw - count) < 1e-12
            projected = np.array([
                sum(chi(h) * polynomial(*(points @ h @ g).T) for h in group)
                for g in operations]).T
            rank = np.linalg.matrix_rank(projected, tol=cutoff)
            assert rank == count * round(chi(identity))
            content += [label] * count
        compatibility[name, line] = content

# fcc tight-binding model; d orbitals are symmetric traceless tensors in the
# order yz, zx, xy, 3z^2-r^2, x^2-y^2
onsite_p, onsite_d = 0.5, 0.0
pp_sigma, pp_pi = 0.05, -0.01
dd_sigma, dd_pi, dd_delta = -0.012, 0.008, -0.002
pd_sigma, pd_pi = -0.06, 0.02
tensors = np.zeros((5, 3, 3))
for index, (i, j) in enumerate([(1, 2), (2, 0), (0, 1)]):
    tensors[index, i, j] = tensors[index, j, i] = 1 / np.sqrt(2)
tensors[3] = np.diag([-1, -1, 2]) / np.sqrt(6)
tensors[4] = np.diag([1, -1, 0]) / np.sqrt(2)


def orbital_matrix(g):
    result = np.zeros((8, 8))
    result[:3, :3] = g
    result[3:, 3:] = np.einsum("aij,ik,bkl,jl->ab", tensors, g, tensors, g)
    return result


orbital_matrices = [orbital_matrix(g) for g in operations]


def hopping(bond):
    n = bond / np.linalg.norm(bond)
    transverse = np.eye(3) - np.outer(n, n)
    d_sigma = np.sqrt(1.5) * np.einsum("i,aij,j->a", n, tensors, n)
    d_pi = np.sqrt(2) * np.einsum("ij,ajk,k->ai", transverse, tensors, n)
    sigma_part = np.outer(d_sigma, d_sigma)
    pi_part = d_pi @ d_pi.T
    result = np.zeros((8, 8))
    result[:3, :3] = pp_sigma * np.outer(n, n) + pp_pi * transverse
    result[3:, 3:] = (dd_sigma * sigma_part + dd_pi * pi_part
                      + dd_delta * (np.eye(5) - sigma_part - pi_part))
    result[:3, 3:] = pd_sigma * np.outer(n, d_sigma) + pd_pi * d_pi.T
    result[3:, :3] = -result[:3, 3:].T
    return result


bonds = [np.array(b) / 2 for b in itertools.product((-1, 0, 1), repeat=3)
         if np.count_nonzero(b) == 2]
hoppings = [hopping(b) for b in bonds]


def hamiltonian(k):
    h = np.diag([onsite_p] * 3 + [onsite_d] * 5).astype(complex)
    for bond, block in zip(bonds, hoppings):
        h += np.exp(1j * (k @ bond)) * block
    return h


general_k = np.array([0.37, 0.91, 1.43])
h_general = hamiltonian(general_k)
assert np.allclose(h_general, h_general.conj().T)
for g, rep in zip(operations, orbital_matrices):
    assert np.allclose(rep @ h_general @ rep.T, hamiltonian(g @ general_k))
smallest_gap = np.min(np.diff(np.linalg.eigvalsh(h_general)))
assert smallest_gap > 1e-5

# Gamma energies: closed forms against the Hamiltonian matrix
gamma_energy = {
    "Gamma15": onsite_p + 4*pp_sigma + 8*pp_pi,
    "Gamma25'": onsite_d + 3*dd_sigma + 4*dd_pi + 5*dd_delta,
    "Gamma12": onsite_d + 1.5*dd_sigma + 6*dd_pi + 4.5*dd_delta,
}
parent_orbitals = {"Gamma15": [0, 1, 2], "Gamma25'": [3, 4, 5],
                   "Gamma12": [6, 7]}
expected_diagonal = np.zeros(8)
for parent, indices in parent_orbitals.items():
    expected_diagonal[indices] = gamma_energy[parent]
assert np.allclose(hamiltonian(np.zeros(3)), np.diag(expected_diagonal))


def labelled_levels(line, kappa):
    """Eigenspaces as (parent, weight on parent, line label, energy)."""
    energies, vectors = np.linalg.eigh(hamiltonian(kappa * directions[line]))
    breaks = np.where(np.diff(energies) > 1e-12)[0] + 1
    result = []
    for indices in np.split(np.arange(8), breaks):
        space = vectors[:, indices]
        weights = {parent: np.sum(np.abs(space[orbs])**2) / len(indices)
                   for parent, orbs in parent_orbitals.items()}
        parent = max(weights, key=weights.get)
        found = []
        for label, chi in line_irreps[line].items():
            raw = np.mean([chi(operations[i]) * np.trace(
                space.conj().T @ orbital_matrices[i] @ space).real
                for i in little_groups[line]])
            assert abs(raw - round(raw)) < 1e-6
            found += [label] * round(raw)
        assert len(found) == 1
        result.append((parent, weights[parent], found[0],
                       np.mean(energies[indices])))
    return result


small, example_kappa, large = 0.002, 0.5, 2.0
coefficients, example_levels, minimum_weight = {}, {}, 1.0
for line in directions:
    for kappa in (small, example_kappa):
        levels = labelled_levels(line, kappa)
        for parent in parent_orbitals:
            labels = sorted(x[2] for x in levels if x[0] == parent)
            assert labels == sorted(compatibility[parent, line])
        assert min(x[1] for x in levels) > 0.9
        if kappa == example_kappa:
            minimum_weight = min(minimum_weight, min(x[1] for x in levels))
            example_levels[line] = levels
        else:
            doubled = {(x[0], x[2]): x[3]
                       for x in labelled_levels(line, 2 * small)}
            for parent, _, label, energy in levels:
                shift = energy - gamma_energy[parent]
                double_shift = doubled[parent, label] - gamma_energy[parent]
                # remaining difference is of fourth order in k
                assert abs(double_shift - 4 * shift) < 1e-9
                coefficients[parent, label] = shift / small**2
    predicted = Counter(label for parent in parent_orbitals
                        for label in compatibility[parent, line])
    assert Counter(x[2] for x in labelled_levels(line, large)) == predicted

# Quadratic forms: Delta and Lambda fix L, M, N; Sigma is then predicted
tolerance = 2e-6  # fourth-order terms divided by k^2 at the small k used
triplet_results = {}
for parent, singlet, sigma_labels in (
        ("Gamma15", "Delta1", ("Sigma1", "Sigma4", "Sigma3")),
        ("Gamma25'", "Delta2'", ("Sigma3", "Sigma2", "Sigma1"))):
    L = coefficients[parent, singlet]
    M = coefficients[parent, "Delta5"]
    lambda_single = coefficients[parent, "Lambda1"]
    lambda_double = coefficients[parent, "Lambda3"]
    N = lambda_single - lambda_double
    assert abs(lambda_single + 2*lambda_double - L - 2*M) < 3 * tolerance
    predictions = ((L + M + N) / 2, (L + M - N) / 2, M)
    comparison = []
    for label, value in zip(sigma_labels, predictions):
        assert abs(coefficients[parent, label] - value) < tolerance
        comparison.append((label, value, coefficients[parent, label]))
    triplet_results[parent] = (L, M, N, comparison)

delta_u, delta_v = (coefficients["Gamma12", x] for x in ("Delta1", "Delta2"))
sigma_u, sigma_v = (coefficients["Gamma12", x] for x in ("Sigma1", "Sigma4"))
A, B = (delta_u + delta_v) / 2, (delta_u - delta_v) / 2
assert abs(B) > 1e-3
assert abs((sigma_u - sigma_v) + B) < tolerance
assert abs((sigma_u + sigma_v) / 2 - A) < tolerance
assert abs(coefficients["Gamma12", "Lambda3"] - A) < tolerance

print("Little-group orders:", ", ".join(
    f"{line} {len(group)}" for line, group in little_groups.items()))
print("Compatibility table (Delta; Lambda; Sigma):")
for name in gamma_irreps:
    print(f"  {name}: " + "; ".join(
        "+".join(compatibility[name, line]) for line in directions))
print(f"On-site p, d (hartree): {onsite_p:.3f}, {onsite_d:.3f}")
print(f"pp sigma, pi (hartree): {pp_sigma:.3f}, {pp_pi:.3f}")
print(f"dd sigma, pi, delta (hartree): {dd_sigma:.3f}, {dd_pi:.3f}, "
      f"{dd_delta:.3f}")
print(f"pd sigma, pi (hartree): {pd_sigma:.3f}, {pd_pi:.3f}")
for parent, energy in gamma_energy.items():
    print(f"{parent} energy (hartree): {energy:.6f}")
print(f"Levels at kappa*a = {example_kappa} (hartree):")
for line in directions:
    for parent in parent_orbitals:
        print(f"  {parent}: " + ", ".join(
            f"{label} {energy:.6f}"
            for origin, _, label, energy in example_levels[line]
            if origin == parent))
print(f"Smallest parent weight at this kappa*a: {minimum_weight:.4f}")
print("Coefficients of (kappa*a)^2 (hartree):")
for parent, (L, M, N, comparison) in triplet_results.items():
    print(f"  {parent}: L {L:.5f}, M {M:.5f}, N {N:.5f}")
    for label, value, direct in comparison:
        print(f"    {label}: predicted {value:.5f}, direct {direct:.5f}")
print(f"  Gamma12: A {A:.5f}, B {B:.5f}")
print(f"    Delta1-Delta2 {delta_u - delta_v:.5f}, "
      f"Sigma1-Sigma4 {sigma_u - sigma_v:.5f}")
print(f"    Sigma/Delta splitting ratio: "
      f"{(sigma_u - sigma_v) / (delta_u - delta_v):.4f}")
print(f"Small kappa*a used for the coefficients: {small}")
print(f"Larger kappa*a used for the label test: {large}")
print("General k*a:", ", ".join(f"{x:.2f}" for x in general_k))
print(f"Smallest level gap there (hartree): {smallest_gap:.6f}")
print("all assertions hold")
```

It prints:

```
Little-group orders: Delta 8, Lambda 6, Sigma 4
Compatibility table (Delta; Lambda; Sigma):
  Gamma1: Delta1; Lambda1; Sigma1
  Gamma2: Delta2; Lambda2; Sigma4
  Gamma12: Delta1+Delta2; Lambda3; Sigma1+Sigma4
  Gamma15': Delta1'+Delta5; Lambda2+Lambda3; Sigma2+Sigma3+Sigma4
  Gamma25': Delta2'+Delta5; Lambda1+Lambda3; Sigma1+Sigma2+Sigma3
  Gamma1': Delta1'; Lambda2; Sigma2
  Gamma2': Delta2'; Lambda1; Sigma3
  Gamma12': Delta1'+Delta2'; Lambda3; Sigma2+Sigma3
  Gamma15: Delta1+Delta5; Lambda1+Lambda3; Sigma1+Sigma3+Sigma4
  Gamma25: Delta2+Delta5; Lambda2+Lambda3; Sigma1+Sigma2+Sigma4
On-site p, d (hartree): 0.500, 0.000
pp sigma, pi (hartree): 0.050, -0.010
dd sigma, pi, delta (hartree): -0.012, 0.008, -0.002
pd sigma, pi (hartree): -0.060, 0.020
Gamma15 energy (hartree): 0.620000
Gamma25' energy (hartree): -0.014000
Gamma12 energy (hartree): 0.021000
Levels at kappa*a = 0.5 (hartree):
  Gamma15: Delta1 0.615044, Delta5 0.619547
  Gamma25': Delta2' -0.014746, Delta5 -0.013982
  Gamma12: Delta1 0.019770, Delta2 0.021342
  Gamma15: Lambda1 0.613606, Lambda3 0.620270
  Gamma25': Lambda1 -0.015592, Lambda3 -0.013565
  Gamma12: Lambda3 0.020564
  Gamma15: Sigma1 0.613963, Sigma3 0.619556, Sigma4 0.620625
  Gamma25': Sigma3 -0.015397, Sigma1 -0.013975, Sigma2 -0.013347
  Gamma12: Sigma4 0.020170, Sigma1 0.020953
Smallest parent weight at this kappa*a: 0.9983
Coefficients of (kappa*a)^2 (hartree):
  Gamma15: L -0.01993, M -0.00178, N -0.02681
    Sigma1: predicted -0.02426, direct -0.02426
    Sigma4: predicted 0.00255, direct 0.00255
    Sigma3: predicted -0.00178, direct -0.00178
  Gamma25': L -0.00300, M 0.00003, N -0.00822
    Sigma3: predicted -0.00560, direct -0.00560
    Sigma2: predicted 0.00262, direct 0.00262
    Sigma1: predicted 0.00003, direct 0.00003
  Gamma12: A -0.00179, B -0.00316
    Delta1-Delta2 -0.00632, Sigma1-Sigma4 0.00316
    Sigma/Delta splitting ratio: -0.5000
Small kappa*a used for the coefficients: 0.002
Larger kappa*a used for the label test: 2.0
General k*a: 0.37, 0.91, 1.43
Smallest level gap there (hartree): 0.004329
all assertions hold
```
